# Ripple Instability of a Stressed Surface: Critical Wavelength and Its Limits, part 2

A flat surface of a stressed solid can lower its energy by rippling, provided matter can move. The solid is linear-elastic, isotropic and much deeper than the wavelength $\lambda$, with Young's modulus $E$, Poisson's ratio $\nu$ and surface energy $\gamma$ per area. Before rippling it carries a uniform stress $\sigma$ along $x$, with tension positive. The mean strain is held fixed.

The surface is $h=a\cos kx$, with $k=2\pi/\lambda$ and $ka\ll1$. The $x$ axis runs along the wavevector, $y$ points out of the solid and $z$ runs along the ridges. A prime on $h$ means $d/dx$, angle brackets average over one period, and energies are per unit area of the flat surface. "Plane strain" means that the extra displacement $\mathbf u$ caused by the ripple has $u_z=0$ and does not vary along $z$.

The ripple acts as a shear traction $t=\sigma h'$ on a flat half-space, whose surface responds by

$$
u_x(x,0)=\frac{2(1-\nu^2)}{Ek}\,t. \tag{9}
$$

With $Q$ the elastic energy of the extra strain alone, the elastic energy change is $Q-\langle t\,u_x\rangle$, which equals $-\frac12\langle t\,u_x\rangle$ at equilibrium. The extra stresses, with $B=-\sigma a$, are

$$
\begin{aligned}
\tau_{xx}&=Bk(2+ky)e^{ky}\cos kx,\\
\tau_{yy}&=-Bk^2y\,e^{ky}\cos kx,\\
\tau_{xy}&=Bk(1+ky)e^{ky}\sin kx .
\end{aligned} \tag{7}
$$

Adding the surface cost $\gamma k^2a^2/4$ gives the total energy change

$$
\Delta F=\frac{\gamma k a^2}{4}\,(k-k_c),\qquad
k_c=\frac{2(1-\nu^2)\sigma^2}{E\gamma}. \tag{13}
$$

Ripples longer than $\lambda_c=2\pi/k_c$ therefore lower the energy:

$$
\lambda_c=\frac{\pi\gamma E}{(1-\nu^2)\,\sigma^2}. \tag{1}
$$

The prior stress $\sigma_{zz}$ does not affect this threshold.

The energy per volume added at a point of the surface is $m$, the chemical potential divided by the atomic volume, up to a constant. With $m_0$ independent of position, to first order

$$
m-m_0=\Big[\gamma k^2-\frac{2(1-\nu^2)\sigma^2k}{E}\Big]h=\gamma k(k-k_c)\,h. \tag{17}
$$

### Ripples at an angle to the stress

Let the stress be uniaxial and let the ripple's wavevector make an angle $\theta$ with it. With $x$ still along the wavevector, the prior stress has $\sigma_{xx}=\sigma\cos^2\theta$ and $|\sigma_{xz}|=\sigma\cos\theta\sin\theta$ for $\sigma>0$. The ripple now produces two loads, $t_x=\sigma_{xx}h'$ and $t_z=\sigma_{xz}h'$.

The second load causes a displacement $u_z$ that obeys Laplace's equation, so $u_z\propto e^{ky}$. With shear modulus $G=E/[2(1+\nu)]$, the surface condition $G\,\partial_yu_z=t_z$ gives

$$
u_z(x,0)=\frac{t_z}{Gk}=\frac{2(1+\nu)}{Ek}\,t_z .
$$

In an isotropic solid the two responses are independent and their energies add. The factor $1-\nu^2$ in $k_c$ is then replaced by

$$
(1-\nu^2)\cos^4\theta+(1+\nu)\cos^2\theta\sin^2\theta
=(1+\nu)\cos^2\theta\,(1-\nu\cos^2\theta). \tag{18}
$$

With $p=\cos^2\theta$, the derivative of $p(1-\nu p)$ is $1-2\nu p$. It is positive for $p<1$ when $\nu\le\frac12$, so (18) is largest at $\theta=0$. The plane-strain ripple along the stress has the shortest threshold of all directions.

For the film below, the threshold is 831 nm along the stress, 1004 nm at 30°, 1376 nm at 45° and 2534 nm at 60°. Under equal biaxial stress, $\sigma_{xx}=\sigma$ and $\sigma_{xz}=0$ for every direction, so all directions share the threshold (1).

### Growth by surface diffusion

Atoms on the surface drift down the gradient of chemical potential. Let $D$ be the diffusivity per surface atom, $\Omega$ the atomic volume and $\Omega^{-2/3}$ the number of surface atoms per area. The drift velocity is $-(D/k_BT)\,\partial_x(\Omega m)$. Multiplying it by the areal density and by the volume per atom gives the volume current

$$
J=-M\,\partial_xm,\qquad M=\frac{D\,\Omega^{4/3}}{k_BT}. \tag{19}
$$

Conservation of volume requires $\partial_th=-\partial_xJ=M\,\partial_x^2m$. With (17), the ripple grows as $e^{rt}$ with

$$
r=M\gamma k^3(k_c-k). \tag{20}
$$

Setting $dr/dk=M\gamma(3k^2k_c-4k^3)=0$ gives the fastest ripple:

$$
k=\tfrac34k_c,\qquad \lambda=\tfrac43\lambda_c,\qquad
r_{\max}=\tfrac{27}{256}\,M\gamma k_c^4 . \tag{21}
$$

Since $k_c\propto\sigma^2$, the growth time $1/r_{\max}$ varies as $\sigma^{-8}$ at fixed mobility.

### Worked example: a thick molybdenum film

Molybdenum serves as a metal in chip structures. The inputs are rough, rounded values: $C_{11}=460$, $C_{12}=160$ and $C_{44}=110$ GPa, $\gamma=3.0$ J/m², and a film stress of 2.0 GPa.

The isotropic constants follow from the Voigt-Reuss-Hill average. The bulk modulus is $K=(460+2\times160)/3=260$ GPa. The two shear estimates are

$$
G_V=\frac{300+3\times110}{5}=126.0,\qquad
G_R=\frac{5\times300\times110}{4\times110+3\times300}=123.1\ \text{GPa},
$$

with mean $G=124.6$ GPa. Then $E=9KG/(3K+G)=322$ GPa and $\nu=(3K-2G)/[2(3K+G)]=0.293$.

Since 1 J/m² equals 1 GPa nm, (1) gives a length in nm directly:

$$
\lambda_c=\frac{\pi\times3.0\times322.2}{(1-0.2934^2)\times2.0^2}\approx831\ \text{nm}=0.83\ \mu\text{m}.
$$

The depth scale is $1/k_c=132$ nm, and the fastest ripple has $\lambda=\frac43\times831\approx1108$ nm.

For the growth time, take a rough model diffusivity $D=10^{-6}\,e^{-2.0\,\text{eV}/k_BT}$ m²/s. At 1200 K, $k_BT=0.1034$ eV and $D=4.0\times10^{-15}$ m²/s. With $\Omega=0.01563$ nm³, $\Omega^{4/3}=3.9\times10^{-39}$ m⁴, so $M=9.4\times10^{-34}$ m⁶/(J s). Then

$$
r_{\max}=\tfrac{27}{256}\times9.4\times10^{-34}\times3.0\times(7.563\times10^{6})^4
\approx9.7\times10^{-7}\ \text{s}^{-1},
$$

a growth time of about 12 days for an ideal film that stays elastic and keeps its stress. At 400 K, with the same stress, it is about $7\times10^{14}$ years. In this model the film is unstable in energy at both temperatures, but at the lower one its surface is frozen.

### What the model leaves out

**Heating.** A film that expands more than its substrate loses tension when heated. For a rough mismatch of $2.4\times10^{-6}$ K⁻¹ and heating from 300 to 1200 K, the loss is $E/(1-\nu)$ times $2.4\times10^{-6}\times900$, or 0.99 GPa. The stress falls to about 1.0 GPa, the threshold rises to about 3230 nm, and the growth time at 1200 K rises from 12 to about 2700 days. These figures keep the mismatch and the modulus constant over the whole range and are sensitive to them: a mean mismatch near $1.8\times10^{-6}$ K⁻¹, closer to molybdenum on silicon between 300 and 1200 K, gives about 2100 nm and under 500 days. A film in compression would gain stress instead. The stress to insert in (1) is the stress at the temperature where atoms move.

**Anisotropic surface energy.** Let $\gamma$ depend on the tilt angle $\psi$, with $\psi\simeq h'$. Expanding $\gamma(\psi)\sqrt{1+h'^2}$ to second order, the term linear in $h'$ averages to zero and the rest is $\frac12(\gamma+\gamma'')\langle h'^2\rangle$. The stiffness $\gamma+\gamma''$ therefore replaces $\gamma$ in (1). For $\gamma=\gamma_0(1\pm0.02\cos4\psi)$ it equals $\gamma_0(1\mp0.30)$. A variation of only 2% moves the threshold to 582 nm if the flat surface sits at a maximum of $\gamma$, and to 1080 nm at a minimum.

A true facet has a cusp in $\gamma$, with a cost proportional to $|h'|$ and so to $a$. For small $a$ this exceeds the elastic gain, which is proportional to $a^2$. The facet then resists small ripples at every wavelength, and (1) does not apply.

**Substrate.** A stiffer body raises $Q$ in the energy $Q-\langle t\,u_x\rangle$ and so reduces the gain; a softer one increases it. With the film stress held at 2 GPa and a substrate of modulus $E/2$ and equal $\nu$, the threshold is 826 nm for a 500 nm film and 698 nm for a 50 nm film, changes of $-0.6$% and $-16$%.

**Cubic elasticity.** With the cubic constants in place of their average, the threshold lies between 807 and 854 nm for four combinations: ripples along [100] and [110] on (001), and along [001] and [1-10] on (110). The changes run from $-2.9$% to $+2.8$%. Doubling the number of depth elements shifts the computed isotropic surface compliance by about one part in a million.

**Surface stress.** A surface under tension $f$ presses on the solid with normal traction $fh''$. Taking $f=3.0$ N/m, equal in size to $\gamma$, this traction alone moves the threshold by $-0.7$% for this film, which is in tension. A tilted element also feels a different prior strain along the surface, which adds $f(\varepsilon_{yy}-\varepsilon_{xx})\langle h'^2\rangle$ with $\varepsilon_{yy}-\varepsilon_{xx}=-(1+\nu)\sigma/E$. The two terms together shift the threshold by about $-4(1-\nu^2)f\sigma/(E\gamma)=-2.3$%. Both are of relative order $\sigma/E$, like the finite-strain corrections below, so only their rough size is meaningful. The shift comes from the product of $f$ and $\sigma$, so under compression it has the opposite sign.

**Finite strain and amplitude.** The ratio $\sigma/E$ is 0.6%. The leading nonlinear elastic corrections are proportional to it, but the factor can be several, because the elastic constants themselves change with strain. A shift of the threshold by a few percent is therefore possible. A pure cosine with $ka=0.2$ has zero net energy at 849 nm, about 2% above the small-amplitude threshold. Most of this shift belongs to the pure cosine: adding a second harmonic that sharpens the troughs, at the same crest-to-trough height, lowers it to about 834 nm, 0.4% above the small-amplitude threshold.

**Gravity.** On an upward-facing surface, lifting matter adds $\frac12\rho g\langle h^2\rangle=\rho ga^2/4$. The condition becomes $\gamma k^2-\gamma k_ck+\rho g<0$, whose lower root is $k\simeq\rho g/(\gamma k_c)$. With a density of about $10^4$ kg/m³, ripples are stable again above a wavelength of one to two kilometres, so "all longer ripples" has an upper limit in principle. The size of the specimen intervenes first.

### Beside real films

Sputtered metal films can carry stresses of the order of 1 GPa of either sign; 2 GPa is a high value. A film much thinner than the ripple wavelength is outside the thick-film assumption made here; the 50 nm case above shows a shift of 16% for one softer substrate. Larger uncertainty comes from the stress during heating, which changed the threshold by a factor of 3.9, and from the surface stiffness. Real films also have grain boundaries and dislocations, and they creep. At 1200 K and 1 to 2 GPa, molybdenum is expected to lose its stress by creep long before the growth times of 12 and 2700 days have passed, so those times describe an ideal elastic solid and not a real film. Cracking and peeling can compete as well: an equally biaxial film 831 nm thick at 2 GPa stores $(1-\nu)\sigma^2H/E\approx7.3$ J/m², where $H$ is its thickness, and two new surfaces cost $2\gamma=6$ J/m². None of these processes is in the model, so 831 nm is a scale for this stress and not a predicted spacing of observed features.

The threshold depends strongly on the stress. With the other molybdenum inputs fixed, doubling the stress to 4 GPa divides the threshold by four, to about 208 nm. This number does not carry over to other highly stressed films, such as epitaxial alloys, which need their own elastic constants and surface energy.

### Using the result in a calculation

For an isotropic, thick, unfaceted solid, a periodic cell must be longer than $\lambda_c$ before a small ripple can grow on its flat surface. To contain the fastest ripple under surface diffusion, its length should be a multiple of $\frac43\lambda_c$, here about 1108 nm.

The depth matters as well. By (7), the shear stress falls with depth as $(1+ky)e^{ky}$. One wavelength down, $ky=-2\pi$ and the factor is $-5.28\times0.00187$, about 1% of its surface value in magnitude. A clamped bottom much closer than that removes part of the elastic gain and moves the threshold to longer wavelengths. If it is close enough, it removes the instability altogether. In a layer of depth $H\ll\lambda$ the surface moves only by $u_x\simeq tH/G$, so the elastic gain is $\sigma^2k^2a^2H/(4G)$. This has the same power of $k$ as the surface cost $\gamma k^2a^2/4$, and long ripples lose their advantage. For $H<\gamma G/\sigma^2$, here about 93 nm, the clamped layer is stable at every wavelength. A free bottom, as in a slab with vacuum on both sides, errs the other way, because it makes the body softer: for $H=300$ nm the threshold is about 920 nm with a clamped bottom and about 740 nm with a free one.

The inputs must describe one and the same state: $\gamma$ for the actual surface termination, its stiffness if the orientation dependence is known, and the stress at the temperature of transport. The full set of computed values is in the numerical output below.

## Table of computed values

```
Cubic constants C11, C12, C44: 460, 160, 110 GPa
Averaged Young modulus: 322.2 GPa; Poisson ratio: 0.2934
Surface energy: 3.0 J/m^2; film stress: 2.0 GPa
Critical wavelength, formula: 830.8 nm = 0.8308 um
Critical wavenumber: 0.007563 1/nm; 1/k: 132.2 nm
  from rippled-solid energy, szz = 0: 830.79 nm
  from rippled-solid energy, szz = nu*sigma: 830.79 nm
  from rippled-solid energy, szz = sigma: 830.79 nm
Stress at ka = 0.02: crest 1.9200, trough 2.0800 GPa
Elastic change at ka = 0.02: -1.8272e-04 sigma^2/(E k)
  second-order formula: -1.8278e-04 sigma^2/(E k)
Shape derivative at ka = 0.2: energy -0.172493,
  surface density -0.172493 (both sigma^2/E)
Zero-energy wavelength of a cosine at ka = 0.2: 849.1 nm
Compliance Sxx: 0.005672, Szz: 0.008028 1/GPa
Relative shift of Sxx on halving the mesh: 1.1e-06
Threshold of ripple 30 deg off the stress: 1003.5 nm
Threshold of ripple 45 deg off the stress: 1375.9 nm
Threshold of ripple 60 deg off the stress: 2533.9 nm
Fastest wavelength, surface diffusion: 1107.9 nm
  ratio to critical wavelength: 1.3335
Model diffusivity: prefactor 1e-06 m^2/s, barrier 2.0 eV
Atomic volume: 0.01563 nm^3
Growth time at 1200 K, 2.0 GPa: 11.9 days
Growth time at 400 K, 2.0 GPa: 6.8e+14 years
Neglected effects, critical wavelength with each one:
  cubic (001), ripple along [100]: 853.8 nm (+2.8 %)
  cubic (001), ripple along [110]: 806.9 nm (-2.9 %)
  cubic (110), ripple along [001]: 844.5 nm (+1.6 %)
  cubic (110), ripple along [1-10]: 853.8 nm (+2.8 %)
  500 nm film, substrate modulus E/2: 825.9 nm (-0.6 %)
  50 nm film, substrate modulus E/2: 697.9 nm (-16.0 %)
  expansion mismatch 2.4e-06 1/K, heated from 300 K:
    stress at 1200 K: 1.015 GPa; wavelength 3226 nm
    growth time there: 2.71e+03 days
  surface energy anisotropy 2 %, facet normal at maximum: 582 nm
    facet normal at minimum: 1080 nm
  surface stress 3.0 N/m: 825.2 nm (-0.68 %)
  finite strain, sigma/E: 0.62 %
  gravity (density 10200 kg/m^3) restabilizes above: 1.43 km
```
